# The Voltage Across a Growing Oxide from Zero Net Current: a numerical check

```python
"""
Result under test: the voltage V across a growing oxide film is the unique root of
    F_e(V, L) = Z F_i(V, L)          (zero net electric current)
and lies below the Mott potential V_M = (chi_L - chi_0)/e while the film grows.

V    potential at the metal minus potential at the oxygen side; L film thickness
F_i  outward number flux of cations with charge Z e, hopping over L/(2a) barriers
F_e  outward number flux of electrons, tunnelling from metal to adsorbed oxygen
chi_0, chi_L  depth of metal Fermi level / oxygen level below the local band edge
n0, nN  areal cation densities in the first and last layer; W hopping barrier
The film is a capacitor: charge sigma = eps V/L, d sigma/dt = e (F_e - Z F_i),
and it grows as dL/dt = omega F_i (omega = oxide volume per cation).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq

e, hbar, m = const.e, const.hbar, const.m_e
nm = 1e-9
Z, temperature = 2, 300.0
kT = const.k * temperature
chi_0, chi_L = 1.2 * e, 2.0 * e
V_M = (chi_L - chi_0) / e
half_jump = 0.2 * nm
attempt, W, n0 = 1e12, 0.65 * e, 1e14
k0 = attempt * np.exp(-W / kT)
eps_r = 10.0
eps = eps_r * const.epsilon_0
omega = 0.03 * nm**3


def ionic_flux(V, L, nN=0.0):
    barriers = L / (2 * half_jump)
    if abs(V) < 1e-10:
        return k0 * (n0 - nN) / barriers
    u = Z * e * V * half_jump / (L * kT)
    drop = 2 * u * barriers
    return 2 * k0 * np.sinh(u) * (n0 - nN * np.exp(-drop)) / (-np.expm1(-drop))


def one_way(b, L):
    """Tunnelling flux from a reservoir whose mean barrier height is b."""
    s = 2 * L * np.sqrt(2 * m * b) / hbar
    return b * np.exp(-s) * (1 + 3 / s + 3 / s**2) / (4 * np.pi**2 * hbar * L**2)


def electron_flux(V, L, c0=chi_0, cL=chi_L):
    return one_way(c0 + e * V / 2, L) - one_way(cL - e * V / 2, L)


def excess(V, L):
    return electron_flux(V, L) - Z * ionic_flux(V, L)


def kinetic_voltage(L):
    return brentq(excess, -0.9 * chi_0 / e, V_M, args=(L,), xtol=1e-14)


# ---- hopping formula against direct solution of the layer balance equations ----
def layer_solution(V, layers, nN):
    u = Z * e * V * half_jump / (layers * 2 * half_jump * kT)
    up, down = np.exp(u), np.exp(-u)
    size = layers - 1
    matrix = np.diag(np.full(size, up + down))
    matrix -= np.diag(np.full(size - 1, up), -1) + np.diag(np.full(size - 1, down), 1)
    source = np.zeros(size)
    source[0] += up * n0
    source[-1] += down * nN
    density = np.linalg.solve(matrix, source)
    return k0 * (n0 * up - density[0] * down), density


for V_test in (-0.1, 0.0, 0.05, 0.4):
    for nN_test in (0.0, 0.3 * n0):
        direct = layer_solution(V_test, 7, nN_test)[0]
        formula = ionic_flux(V_test, 7 * 2 * half_jump, nN_test)
        assert abs(direct / formula - 1) < 1e-7

# ---- tunnelling formula against quadrature over energy ----
nodes, weights = np.polynomial.legendre.leggauss(24)
position, weights = (nodes + 1) / 2, weights / 2
energy = np.linspace(-8.0, 1.6, 4801) * e


def flux_by_quadrature(V, L, thermal, trapezoid):
    if trapezoid:
        edge = chi_0 + e * V * position
        height = np.maximum(edge[None, :] - energy[:, None], 0)
        mean_root = np.sqrt(height) @ weights
    else:
        mean_root = np.sqrt(np.maximum(chi_0 + e * V / 2 - energy, 0))
    transmission = np.exp(-2 * L * np.sqrt(2 * m) * mean_root / hbar)
    level_oxygen = e * (V - V_M)
    if thermal:
        supply = kT * (np.logaddexp(0, -energy / kT)
                       - np.logaddexp(0, (level_oxygen - energy) / kT))
    else:
        supply = np.maximum(-energy, 0) - np.maximum(level_oxygen - energy, 0)
    return m / (2 * np.pi**2 * hbar**3) * np.trapezoid(transmission * supply, energy) \
        if hasattr(np, "trapezoid") else \
        m / (2 * np.pi**2 * hbar**3) * np.trapz(transmission * supply, energy)


for L_test in (2.0 * nm, 3.2 * nm):
    for V_test in (0.0, 0.3, 0.6):
        closed = electron_flux(V_test, L_test)
        mean = flux_by_quadrature(V_test, L_test, False, False)
        assert abs(mean / closed - 1) < 2e-3
        sloped = flux_by_quadrature(V_test, L_test, False, True)
        assert abs(sloped / closed - 1) < 0.15  # mean-barrier approximation

# ---- voltage with sloped barrier and thermal supply ----
reference = {}
for L_test in (2.0, 2.8, 3.6):
    reference[L_test] = brentq(
        lambda V: flux_by_quadrature(V, L_test * nm, True, True)
        - Z * ionic_flux(V, L_test * nm), -0.5, V_M, xtol=1e-9)
    assert abs(reference[L_test] - kinetic_voltage(L_test * nm)) < 0.04

# ---- exactly one root, below the Mott potential, for random films ----
rng = np.random.default_rng(1)
for _ in range(40):
    c0 = rng.uniform(1.0, 1.5) * e
    cL = c0 + rng.uniform(0.3, 1.2) * e
    L_test = rng.uniform(1.5, 3.5) * nm
    mott = (cL - c0) / e
    grid = np.linspace(-0.9 * c0 / e, mott + 0.3, 300)
    signs = np.sign([electron_flux(V, L_test, c0, cL) - Z * ionic_flux(V, L_test)
                     for V in grid])
    changes = np.nonzero(np.diff(signs))[0]
    assert len(changes) == 1 and grid[changes[0]] < mott

# a dissolving film (cations driven inward) must sit above its Mott potential
cL_small = chi_0 + 0.1 * e
nN_large = 2 * n0 * np.exp(Z * e * 0.1 / kT)
V_dissolve = brentq(lambda V: electron_flux(V, 2 * nm, chi_0, cL_small)
                    - Z * ionic_flux(V, 2 * nm, nN_large), -0.5, 0.5, xtol=1e-14)
assert V_dissolve > 0.1 and ionic_flux(V_dissolve, 2 * nm, nN_large) < 0

# ---- thin-film deviation from the Mott potential ----
deviation = {}
for L_test in (1.6, 2.0):
    L = L_test * nm
    s = 2 * L * np.sqrt(m * (chi_0 + chi_L)) / hbar
    slope = (1 + s) * np.exp(-s) / (8 * np.pi**2 * hbar * L**2)
    estimate = Z * ionic_flux(V_M, L) / (e * slope)
    deviation[L_test] = (V_M - kinetic_voltage(L), estimate)
    assert abs(estimate / deviation[L_test][0] - 1) < 0.05

# ---- characteristic thicknesses ----
L_half = brentq(lambda L: excess(V_M / 2, L), 1.5 * nm, 4 * nm, xtol=1e-16)


def reversal_thickness(factor):
    return brentq(lambda L: np.log(factor * (one_way(chi_0, L) - one_way(chi_L, L)))
                  - np.log(Z * k0 * n0 * 2 * half_jump / L), 1.5 * nm, 6 * nm, xtol=1e-16)


L_zero = reversal_thickness(1.0)
L_zero_ten = reversal_thickness(10.0)
assert kinetic_voltage(L_zero - 0.05 * nm) > 0 > kinetic_voltage(L_zero + 0.05 * nm)

# ---- growth history with the zero-current voltage and with fixed V_M ----
thickness = np.linspace(1.2, 4.0, 561)
voltage = np.array([kinetic_voltage(x * nm) for x in thickness])
flux = np.array([ionic_flux(V, x * nm) for V, x in zip(voltage, thickness)])
flux_mott = np.array([ionic_flux(V_M, x * nm) for x in thickness])
time = cumulative_trapezoid(nm / (omega * flux), thickness, initial=0)
time_mott = cumulative_trapezoid(nm / (omega * flux_mott), thickness, initial=0)
sigma = eps * voltage / (thickness * nm)
imbalance = omega / (Z * e) * np.gradient(sigma, thickness * nm)
assert np.all(voltage < V_M) and np.all(np.diff(voltage) < 0)


# ---- full charging and growth from an uncharged film, no current condition ----
def charging(x, y):
    L = (2.0 + x) * nm
    V = y[0] * L / eps
    growth = omega * ionic_flux(V, L)
    return [e * excess(V, L) / growth * nm, nm / growth]


check = np.array([2.4, 2.6, 2.8, 3.2, 3.6])
with np.errstate(all="ignore"):
    run = solve_ivp(charging, (0, 1.6), [0.0, 0.0], method="Radau", first_step=1e-13,
                    t_eval=check - 2.0, rtol=1e-8, atol=[1e-11, 1e-4])
assert run.success
V_run = run.y[0] * check * nm / eps
V_root = np.array([kinetic_voltage(x * nm) for x in check])
largest_gap = np.max(np.abs(V_run - V_root))
assert largest_gap < 1e-3
L_mid = check[1] * nm
imbalance_run = excess(V_run[1], L_mid) / (Z * ionic_flux(V_run[1], L_mid))
imbalance_root = np.interp(check[1], thickness, imbalance)
assert abs(imbalance_run / imbalance_root - 1) < 0.05
elapsed = np.interp(3.6, thickness, time) - np.interp(2.0, thickness, time)
assert abs(run.y[1][-1] / elapsed - 1) < 0.01

# ---- relaxation time of the voltage at fixed thickness ----
L_w = 2.8 * nm
V_w = kinetic_voltage(L_w)
step = 1e-5
stiffness = -(excess(V_w + step, L_w) - excess(V_w - step, L_w)) / (2 * step)
tau = eps / L_w / (e * stiffness)
decay = solve_ivp(lambda t, y: [L_w / eps * e * excess(y[0], L_w)], (0, tau),
                  [V_w + 1e-4], rtol=1e-9, atol=1e-12)
assert abs((decay.y[0][-1] - V_w) / 1e-4 * np.e - 1) < 0.01
F_w = ionic_flux(V_w, L_w)
layer_time = 2 * half_jump / (omega * F_w)
assert tau < 0.01 * layer_time

# ---- size of the neglected space charge: Z e (sum of n) L / eps ----
space = []
for layers in range(3, 11):
    L = layers * 2 * half_jump
    density = layer_solution(kinetic_voltage(L), layers, 0.0)[1]
    space.append(Z * e * density.sum() * L / eps)
assert max(space) < 0.5 * kT / e

# ---- thick-film decay of the rate against the tunnelling exponent ----
V_a, V_b = kinetic_voltage(3.8 * nm), kinetic_voltage(4.0 * nm)
rate_slope = np.log(ionic_flux(V_a, 3.8 * nm) / ionic_flux(V_b, 4.0 * nm)) / 0.2
two_kappa = 2 * np.sqrt(2 * m * (chi_0 + e * (V_a + V_b) / 4)) / hbar * nm
assert 0.85 < rate_slope / two_kappa < 1.1

print(f"Z = {Z}, T = {temperature:.0f} K, kT = {kT/e:.5f} eV")
print(f"chi_0 = {chi_0/e:.2f} eV, chi_L = {chi_L/e:.2f} eV, V_M = {V_M:.3f} V")
print(f"jump length 2a = {2*half_jump/nm:.2f} nm, W = {W/e:.2f} eV")
print(f"attempt frequency = {attempt:.1e} 1/s, k0 = {k0:.3f} 1/s")
print(f"n0 = {n0:.1e} 1/m^2, nN = 0, relative permittivity = {eps_r:.1f}")
print(f"oxide volume per cation = {omega/nm**3:.3f} nm^3")
print("L nm | V_K V | F_i 1/(m^2 s) | F_i/F_i(V_M) | t s | t at fixed V_M s")
for x in np.arange(1.2, 4.01, 0.4):
    i = int(np.argmin(np.abs(thickness - x)))
    print(f"{thickness[i]:.1f} | {voltage[i]:.5f} | {flux[i]:.3e} | "
          f"{flux[i]/flux_mott[i]:.3e} | {time[i]:.3e} | {time_mott[i]:.3e}")
print("Balance at L = 2.8 nm:")
print(f"  V_K = {V_w:.5f} V, field = {V_w/L_w/1e9:.4f} V/nm")
print(f"  barriers N = {L_w/(2*half_jump):.1f}, "
      f"u = {Z*e*V_w*half_jump/(L_w*kT):.4f}")
b_out, b_back = chi_0 + e * V_w / 2, chi_L - e * V_w / 2
print(f"  mean barriers: outward {b_out/e:.4f} eV, return {b_back/e:.4f} eV")
print(f"  exponents s: outward {2*L_w*np.sqrt(2*m*b_out)/hbar:.3f}, "
      f"return {2*L_w*np.sqrt(2*m*b_back)/hbar:.3f}")
print(f"  G outward = {one_way(b_out, L_w):.4e} 1/(m^2 s)")
print(f"  G return = {one_way(b_back, L_w):.4e} 1/(m^2 s)")
print(f"  F_e = {electron_flux(V_w, L_w):.4e}, Z F_i = {Z*F_w:.4e} 1/(m^2 s)")
print(f"  growth rate = {omega*F_w/nm:.3e} nm/s")
print(f"  voltage relaxation time = {tau:.3f} s")
print(f"  time to grow one jump length = {layer_time:.1f} s")
for L_test, (actual, estimate) in deviation.items():
    print(f"V_M - V_K at {L_test:.1f} nm: root {actual*1e3:.4f} mV, "
          f"thin-film formula {estimate*1e3:.4f} mV")
print(f"thickness where V_K = V_M/2: {L_half/nm:.3f} nm")
print(f"thickness where V_K = 0: {L_zero/nm:.3f} nm")
print(f"same with tenfold tunnelling flux: {L_zero_ten/nm:.3f} nm")
for L_test, V_ref in reference.items():
    print(f"sloped barrier, thermal supply, {L_test:.1f} nm: V = {V_ref:.5f} V")
print(f"charging run vs root, largest difference: {largest_gap*1e3:.4f} mV")
print(f"relative current imbalance at 2.6 nm: run {imbalance_run:.3e}, "
      f"predicted {imbalance_root:.3e}")
print(f"largest relative imbalance, 1.2-4.0 nm: {np.max(np.abs(imbalance)):.3e}")
print(f"largest space-charge voltage bound: {max(space)*1e3:.3f} mV")
print(f"-d ln(rate)/dL, 3.8-4.0 nm: {rate_slope:.3f} 1/nm")
print(f"tunnelling exponent per length there: {two_kappa:.3f} 1/nm")
print("verified")
```

It prints:

```
Z = 2, T = 300 K, kT = 0.02585 eV
chi_0 = 1.20 eV, chi_L = 2.00 eV, V_M = 0.800 V
jump length 2a = 0.40 nm, W = 0.65 eV
attempt frequency = 1.0e+12 1/s, k0 = 12.036 1/s
n0 = 1.0e+14 1/m^2, nN = 0, relative permittivity = 10.0
oxide volume per cation = 0.030 nm^3
L nm | V_K V | F_i 1/(m^2 s) | F_i/F_i(V_M) | t s | t at fixed V_M s
1.2 | 0.80000 | 3.633e+19 | 1.000e+00 | 0.000e+00 | 0.000e+00
1.6 | 0.79997 | 2.755e+18 | 9.997e-01 | 1.934e+00 | 1.934e+00
2.0 | 0.79838 | 5.793e+17 | 9.876e-01 | 1.420e+01 | 1.415e+01
2.4 | 0.72436 | 1.284e+17 | 6.140e-01 | 6.371e+01 | 5.516e+01
2.8 | 0.35819 | 8.545e+15 | 8.539e-02 | 5.931e+02 | 1.512e+02
3.2 | 0.03814 | 4.711e+14 | 8.182e-03 | 9.043e+03 | 3.313e+02
3.6 | -0.05470 | 8.422e+12 | 2.250e-04 | 3.879e+05 | 6.231e+02
4.0 | -0.11615 | 1.400e+11 | 5.281e-06 | 2.337e+07 | 1.051e+03
Balance at L = 2.8 nm:
  V_K = 0.35819 V, field = 0.1279 V/nm
  barriers N = 7.0, u = 1.9793
  mean barriers: outward 1.3791 eV, return 1.8209 eV
  exponents s: outward 33.692, return 38.714
  G outward = 1.7239e+16 1/(m^2 s)
  G return = 1.4829e+14 1/(m^2 s)
  F_e = 1.7091e+16, Z F_i = 1.7091e+16 1/(m^2 s)
  growth rate = 2.564e-04 nm/s
  voltage relaxation time = 0.996 s
  time to grow one jump length = 1560.3 s
V_M - V_K at 1.6 nm: root 0.0342 mV, thin-film formula 0.0342 mV
V_M - V_K at 2.0 nm: root 1.6188 mV, thin-film formula 1.6392 mV
thickness where V_K = V_M/2: 2.760 nm
thickness where V_K = 0: 3.322 nm
same with tenfold tunnelling flux: 3.522 nm
sloped barrier, thermal supply, 2.0 nm: V = 0.79858 V
sloped barrier, thermal supply, 2.8 nm: V = 0.37367 V
sloped barrier, thermal supply, 3.6 nm: V = -0.04986 V
charging run vs root, largest difference: 0.3133 mV
relative current imbalance at 2.6 nm: run -3.805e-03, predicted -3.805e-03
largest relative imbalance, 1.2-4.0 nm: 4.586e-03
largest space-charge voltage bound: 6.060 mV
-d ln(rate)/dL, 3.8-4.0 nm: 10.196 1/nm
tunnelling exponent per length there: 10.985 1/nm
verified
```
